# Gap closing and Majorana end modes of a Rashba wire: test program

```python
# Result under test: a Rashba wire with Zeeman energy V and induced gap D,
#   H(k) = (k^2 - mu + alpha k sigma_y) tau_z + V sigma_x + D tau_x,
# closes its gap only at k = 0 and V^2 = D^2 + mu^2 (alpha, D nonzero);
# above this V a hard-wall end carries one Majorana zero mode, below it none.
# Nambu basis: (psi_up, psi_dn, psi_dn^+, -psi_up^+); matrices are tau x sigma.
# Units: length l0, energy E0 = hbar^2/(2 m* l0^2).
# Chirality C = tau_y sigma_y; zero modes exp(q x) with C = s obey P_s(q) = 0,
#   P_s(q) = (q^2 + mu)^2 + (alpha q - s D)^2 - V^2.
import numpy as np
import sympy as sp
import scipy.sparse as ss
from scipy.sparse.linalg import eigsh
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)
s0 = np.eye(2)
sx = np.array([[0, 1], [1, 0]], dtype=float)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0])
C = np.kron(sy, sy).real


def bloch(k, mu, alpha, D, V, field=sx):
    """BdG matrix; k may be complex or an array."""
    k = np.asarray(k)[..., None, None]
    return ((k**2 - mu) * np.kron(sz, s0) + alpha * k * np.kron(sz, sy)
            + V * np.kron(s0, field) + D * np.kron(sx, s0))


def bulk_gap(mu, alpha, D, V, field=sx):
    """Smallest |E| on a k grid that contains k = 0, and its k."""
    k = np.linspace(0, 5, 4001)
    e = np.abs(np.linalg.eigvalsh(bloch(k, mu, alpha, D, V, field))).min(axis=1)
    return e.min(), k[e.argmin()]


def decaying_roots(mu, alpha, D, V, s):
    q = np.roots([1, 0, 2 * mu + alpha**2, -2 * s * alpha * D,
                  mu**2 + D**2 - V**2])
    return q[q.real < 0]


def half_line(mu, alpha, D, V):
    """Decaying roots, their null spinors, and the hard-wall matching SVD."""
    q = np.concatenate([decaying_roots(mu, alpha, D, V, s) for s in (1, -1)])
    spinors = [np.linalg.svd(bloch(-1j * x, mu, alpha, D, V))[2][-1].conj()
               for x in q]
    U = np.array(spinors).T
    _, sing, vh = np.linalg.svd(U)
    return q, U, sing[-1], vh[-1].conj()


def derivatives(n, a):
    up = ss.diags([np.ones(n - 1)], [1], shape=(n, n))
    kinetic = (2 * ss.identity(n) - up - up.T) / a**2
    gradient = (up - up.T) / (2 * a)
    return kinetic, gradient


def wire(n, a, mu, alpha, D, V):
    """Real BdG matrix of a finite wire with hard walls at 0 and (n+1)a."""
    kin, grad = derivatives(n, a)
    one = ss.identity(n)
    return (ss.kron(kin - mu * one, np.kron(sz, s0))
            + alpha * ss.kron(grad, np.kron(sz, (-1j * sy).real))
            + ss.kron(one, V * np.kron(s0, sx) + D * np.kron(sx, s0))).tocsc()


def low_levels(length, a, *par):
    n = int(round(length / a)) - 1
    H = wire(n, a, *par)
    e, v = eigsh(H, k=6, sigma=0.01, ncv=60, v0=rng.normal(size=4 * n))
    order = np.argsort(np.abs(e))
    return np.abs(e[order]), v[:, order], n


# --- Nambu matrix against the many-body Hamiltonian of three sites ---------
mu, alpha, D, V = 0.75, 2.0, 1.0, 2.0
n_site, n_mode = 3, 6
lower = np.array([[0, 1], [0, 0]], dtype=float)
c = []
for j in range(n_mode):
    op = np.eye(1)
    for i in range(n_mode):
        op = np.kron(op, sz if i < j else (lower if i == j else s0))
    c.append(op)
kin, grad = [m.toarray() for m in derivatives(n_site, 1.0)]
h = (np.kron(kin - mu * np.eye(n_site), s0)
     + alpha * np.kron(grad, (-1j * sy).real) + V * np.kron(np.eye(n_site), sx))
many = sum(h[i, j] * c[i].T @ c[j]
           for i in range(n_mode) for j in range(n_mode))
for site in range(n_site):
    pair = D * c[2 * site].T @ c[2 * site + 1].T
    many = many + pair + pair.T
exact = np.linalg.eigvalsh(many)
bdg = np.linalg.eigvalsh(wire(n_site, 1.0, mu, alpha, D, V).toarray())
quasi = bdg[n_mode:]
levels = np.array([0.5 * np.trace(h) - 0.5 * quasi.sum()])
for e in quasi:
    levels = np.concatenate([levels, levels + e])
many_error = np.abs(np.sort(levels) - exact).max()
assert many_error < 1e-9

# --- Symbolic determinants from the 4x4 matrix -----------------------------
k_, q_, m_, a_, D_, V_ = sp.symbols('k q mu alpha D V', real=True)
tx = sp.Matrix([[0, 1], [1, 0]])
ty = sp.Matrix([[0, -sp.I], [sp.I, 0]])
tz = sp.diag(1, -1)
kron = sp.kronecker_product
xi = k_**2 - m_
Hs = (xi * kron(tz, sp.eye(2)) + a_ * k_ * kron(tz, ty)
      + V_ * kron(sp.eye(2), tx) + D_ * kron(tx, sp.eye(2)))
det = sp.expand(Hs.det(method='berkowitz'))
squares = (V_**2 + a_**2 * k_**2 - D_**2 - xi**2)**2 + 4 * a_**2 * k_**2 * D_**2
assert sp.expand(det - squares) == 0
P = [(q_**2 + m_)**2 + (a_ * q_ - s * D_)**2 - V_**2 for s in (1, -1)]
assert sp.expand(det.subs(k_, -sp.I * q_) - P[0] * P[1]) == 0

# --- Spectrum, root counts and end modes for random parameters -------------
worst_above, least_below = 0.0, np.inf
for trial in range(400):
    par = [rng.uniform(-1, 2), rng.uniform(0.5, 2.5), rng.uniform(0.4, 1.5)]
    above = trial % 2 == 1
    factor = rng.uniform(1.1, 2.5) if above else rng.uniform(0.2, 0.9)
    par.append(factor * np.hypot(par[0], par[2]))
    m, al, d, v = par
    k = rng.uniform(-3, 3)
    x = k**2 - m
    root = 2 * np.sqrt(v**2 * d**2 + v**2 * x**2 + (al * k * x)**2)
    total = x**2 + (al * k)**2 + v**2 + d**2
    e2 = np.sort(np.linalg.eigvalsh(bloch(k, *par))**2)
    assert np.allclose(e2, [total - root] * 2 + [total + root] * 2, atol=1e-9)
    counts = tuple(len(decaying_roots(*par, s)) for s in (1, -1))
    assert counts == ((3, 1) if above else (2, 2))
    sing = half_line(*par)[2]
    if above:
        worst_above = max(worst_above, sing)
    else:
        least_below = min(least_below, sing)
assert worst_above < 1e-7 and least_below > 1e-5

# --- Worked example: transition found from the eigenvalues at k = 0 --------
base = (mu, alpha, D)
fit = minimize_scalar(
    lambda v: np.abs(np.linalg.eigvalsh(bloch(0.0, *base, v))).min(),
    bounds=(0.2, 3.0), method='bounded', options={'xatol': 1e-9})
Vc = np.hypot(D, mu)
assert abs(fit.x - Vc) < 1e-6

print("Units: length l0, energy E0 = hbar^2/(2 m* l0^2)")
print(f"mu = {mu} E0, D = {D} E0, alpha = {alpha} E0 l0")
print(f"Three-site many-body check, largest error = {many_error:.1e} E0")
print(f"Critical V from formula = {Vc:.6f} E0")
print(f"Critical V from k=0 eigenvalues = {fit.x:.6f} E0")
print(f"Random wires: largest matching singular value above = {worst_above:.1e}")
print(f"Random wires: least matching singular value below = {least_below:.1e}")

length, a = 40.0, 0.05
print(f"Finite wire: length {length} l0, grid spacing {a} l0")
for v in (0.75, Vc, 2.0):
    gap0 = np.abs(np.linalg.eigvalsh(bloch(0.0, *base, v))).min()
    gap, kmin = bulk_gap(*base, v)
    assert abs(gap0 - abs(v - Vc)) < 1e-10
    print(f"V = {v:.2f} E0: gap at k=0 = {gap0:.4f} E0")
    print(f"  smallest bulk |E| = {gap:.4f} E0 at k = {kmin:.3f} /l0")
    if v == Vc:
        assert gap < 1e-10 and kmin == 0
        continue
    assert gap > 0.1
    for s in (1, -1):
        q = decaying_roots(*base, v, s)
        text = ", ".join(f"{z.real:.4f}{z.imag:+.4f}i" for z in q)
        print(f"  s = {s:+d}: {len(q)} decaying roots (1/l0): {text}")
    e, vec, n = low_levels(length, a, *base, v)
    print(f"  wire |E|, lowest three = {e[0]:.3e}, {e[1]:.3e}, {e[2]:.4f} E0")
    if v < Vc:
        assert e[0] > 0.1
    else:
        assert e[1] < 1e-3 and e[2] > 0.1

# --- End modes at V = 2: finite wire against the half-line solution --------
pair = vec[:, :2]
Cfull = ss.kron(ss.identity(n), C).tocsr()
chir, mix = np.linalg.eigh(pair.T @ (Cfull @ pair))
assert np.allclose(chir, [-1, 1], atol=1e-5)
modes = pair @ mix
density = (modes**2).reshape(n, 4, 2).sum(axis=1)
left_weight = density[:n // 2].sum(axis=0)
assert left_weight[1] > 0.99 and left_weight[0] < 0.01
q, U, sing, coef = half_line(*base, V)
x = a * np.arange(1, n + 1)
phi = (np.exp(np.outer(x, q)) * coef) @ U.T
phi = phi.ravel() / np.linalg.norm(phi)
assert np.allclose(Cfull @ phi, phi, atol=1e-8)
assert abs(abs(np.sum(phi**2)) - 1) < 1e-8   # real up to one global phase
overlap = abs(phi.conj() @ modes[:, 1])
assert overlap > 0.995
kappa = np.min(-q.real)
print(f"V = {V} E0: weight in left half, s=+1 mode = {left_weight[1]:.6f}")
print(f"  weight in left half, s=-1 mode = {left_weight[0]:.6f}")
print(f"  overlap of half-line and wire left modes = {overlap:.6f}")
print(f"  smallest decay rate kappa = {kappa:.4f} /l0")
print(f"  longest amplitude decay length = {1 / kappa:.3f} l0")
for L in (20.0, 30.0, 40.0):
    e = low_levels(L, a, *base, V)[0]
    scaled = e[0] * np.exp(kappa * L)
    assert scaled < 20
    print(f"  L = {L:.0f} l0: |E| = {e[0]:.3e} E0, "
          f"|E| exp(kappa L) = {scaled:.3f} E0")

# --- Conditions: spin-orbit coupling and field direction -------------------
k_closed = np.sqrt(mu + np.sqrt(V**2 - D**2))
no_rashba = np.abs(np.linalg.eigvalsh(bloch(k_closed, mu, 0.0, D, V))).min()
assert no_rashba < 1e-10
V_par = 1.1
parallel, k_par = bulk_gap(*base, V_par, field=sy)
perpendicular = bulk_gap(*base, V_par)[0]
assert parallel < 0.01 and perpendicular > 0.1
print(f"alpha = 0, V = {V} E0: |E| = {no_rashba:.1e} E0 at k = {k_closed:.4f} /l0")
print(f"V = {V_par} E0 along Rashba axis: grid minimum |E| = {parallel:.4f} E0")
print(f"  at k = {k_par:.3f} /l0; perpendicular field: {perpendicular:.4f} E0")
print("success")
```

It prints:

```
Units: length l0, energy E0 = hbar^2/(2 m* l0^2)
mu = 0.75 E0, D = 1.0 E0, alpha = 2.0 E0 l0
Three-site many-body check, largest error = 1.3e-14 E0
Critical V from formula = 1.250000 E0
Critical V from k=0 eigenvalues = 1.250000 E0
Random wires: largest matching singular value above = 1.6e-15
Random wires: least matching singular value below = 4.3e-02
Finite wire: length 40.0 l0, grid spacing 0.05 l0
V = 0.75 E0: gap at k=0 = 0.5000 E0
  smallest bulk |E| = 0.5000 E0 at k = 0.000 /l0
  s = +1: 2 decaying roots (1/l0): -0.3536+2.3882i, -0.3536-2.3882i
  s = -1: 2 decaying roots (1/l0): -0.3536+0.2158i, -0.3536-0.2158i
  wire |E|, lowest three = 5.046e-01, 5.046e-01, 0.5204 E0
V = 1.25 E0: gap at k=0 = 0.0000 E0
  smallest bulk |E| = 0.0000 E0 at k = 0.000 /l0
V = 2.00 E0: gap at k=0 = 0.7500 E0
  smallest bulk |E| = 0.7500 E0 at k = 0.000 /l0
  s = +1: 3 decaying roots (1/l0): -0.3011+2.4823i, -0.3011-2.4823i, -0.3921+0.0000i
  s = -1: 1 decaying roots (1/l0): -0.9943+0.0000i
  wire |E|, lowest three = 6.345e-06, 6.345e-06, 0.7667 E0
V = 2.0 E0: weight in left half, s=+1 mode = 0.999996
  weight in left half, s=-1 mode = 0.000003
  overlap of half-line and wire left modes = 0.999997
  smallest decay rate kappa = 0.3011 /l0
  longest amplitude decay length = 3.321 l0
  L = 20 l0: |E| = 2.393e-03 E0, |E| exp(kappa L) = 0.987 E0
  L = 30 l0: |E| = 1.327e-04 E0, |E| exp(kappa L) = 1.111 E0
  L = 40 l0: |E| = 6.345e-06 E0, |E| exp(kappa L) = 1.079 E0
alpha = 0, V = 2.0 E0: |E| = 2.7e-17 E0 at k = 1.5755 /l0
V = 1.1 E0 along Rashba axis: grid minimum |E| = 0.0003 E0
  at k = 0.136 /l0; perpendicular field: 0.1500 E0
success
```
